\section*{Misaligned mask slot on (100) silicon: groove width and etch time}

\section{Problem}

A (100) silicon wafer, 525 µm thick, carries a mask with one rectangular slot of width $W=100$ µm and length $L=5000$ µm. The long edge of the slot should lie along a $\langle110\rangle$ direction of the crystal but is turned away from it by $\theta=1.0^\circ$ in the plane of the wafer. The wafer is etched in an anisotropic etchant that dissolves $\{111\}$ planes far more slowly than other planes. The mask is rigid and stays intact, so silicon removed beneath it leaves an overhang. Groove widths are measured in the silicon at the mask plane, at right angles to the $\langle110\rangle$ direction nearest the long edge.

\begin{enumerate}
\item[(a)] Suppose that $\{111\}$ planes do not dissolve at all and that the etch runs until nothing more can dissolve. Find the width, length and depth of the groove.
\item[(b)] In plan view a misaligned edge is a staircase of straight $\langle110\rangle$ ledges joined by small kinks. Let each kink run along its ledge at constant speed $v$. Find the width at mid-slot as a function of time, the time at which it stops growing there, and the time at which the whole groove is finished.
\item[(c)] Now let $\{111\}$ planes dissolve at a small rate $r$ along their normal. Find the mid-slot width after 80 min for a (100) rate $R=1.00$ µm/min, $v=2.00$ µm/min and $r=0.010$ µm/min. Has the flat floor of the groove vanished by then?
\item[(d)] Does the answer to (a) describe the groove of (c)? How fast would the kinks have to run to complete the outline found in (a) within 80 min, and would the depth then agree as well?
\end{enumerate}

\section{Hints}

\textbf{Hint 1.} Find the line in which a $\{111\}$ plane cuts the wafer surface, and the angle between the two planes. The normals are enough for both.

\textbf{Hint 2.} In plan view, silicon at a corner that protrudes into the opening is exposed on two sides and dissolves. Silicon along a straight ledge is exposed on one side and stays. Ask which outlines have no protruding corner.

\textbf{Hint 3.} Write the coordinates of the four slot corners in axes fixed to the crystal, and look for the largest and smallest values.

\textbf{Hint 4.} For the time dependence, write each long edge as a straight line $y(x)$. If all its kinks move along $x$ by the same distance, the line is displaced along $x$ by that distance.

\textbf{Hint 5.} A plane that retreats along its normal shifts its trace on the wafer surface by more than the retreat itself, because the plane is inclined.

\section{Solution}

\subsection{(a) The terminal groove}

\textbf{Walls.} The wafer surface has the normal $(0,0,1)$ and a $\{111\}$ plane has, for example, the normal $(1,1,1)$. The line common to both planes is perpendicular to both normals:
\begin{equation}
(1,1,1)\times(0,0,1)=(1,-1,0).
\end{equation}
This is a $\langle110\rangle$ direction. The other $\{111\}$ planes give the same line or the line along $(1,1,0)$, which is perpendicular to it. The walls therefore meet the surface along two perpendicular directions. The angle $\alpha$ between wall and surface equals the angle between the normals:
\begin{equation}
\cos\alpha=\frac{1}{\sqrt3},\qquad
\sin\alpha=\sqrt{\tfrac23},\qquad
\tan\alpha=\sqrt2 ,
\end{equation}
so that $\alpha=54.74^\circ$.

\textbf{The final outline.} Walk once around the outline of the opening with the opening on the left. The outline consists of $\langle110\rangle$ pieces, so every turn is $90^\circ$ to the left or to the right. One full circuit turns the walker by $360^\circ$, hence
\begin{equation}
(\text{left turns})-(\text{right turns})=4 .
\end{equation}
At a right turn, silicon protrudes into the opening and dissolves. The etch stops when no right turns remain. Then there are four left turns, and the outline is a rectangle with its sides along $\langle110\rangle$.

Its size follows from two statements. The rectangle must contain the slot, since the slot was open from the start. It also cannot extend beyond the smallest such rectangle. When the opening reaches a side of that smallest rectangle, the silicon beyond is bounded by a straight $\langle110\rangle$ edge without protruding corners, and nothing there dissolves. The final outline is therefore the smallest $\langle110\rangle$-aligned rectangle around the slot. The argument assumes a single opening with no island of mask inside it.

\textbf{Projection of the corners.} Put the origin at the slot centre, $x$ along the $\langle110\rangle$ direction nearest the long edge, and $y$ across the groove. The long axis of the slot points along $(\cos\theta,\sin\theta)$ and the short axis along $(-\sin\theta,\cos\theta)$. The corners are
\begin{equation}
(x,y)=\pm\frac L2(\cos\theta,\sin\theta)\pm\frac W2(-\sin\theta,\cos\theta),
\end{equation}
with the two signs chosen independently. For $0\le\theta\le90^\circ$ the largest $y$ has both signs positive, and the largest $x$ has the first positive and the second negative:
\begin{equation}
y_{\max}=\frac{L\sin\theta+W\cos\theta}{2},\qquad
x_{\max}=\frac{L\cos\theta+W\sin\theta}{2}.
\end{equation}
The smallest values are the negatives of these, because the slot is symmetric about its centre. The terminal width and length are twice the largest values:
\begin{align}
W_f&=W\cos\theta+L\sin\theta, \label{eq:wf}\\
L_f&=L\cos\theta+W\sin\theta .
\end{align}
With the numbers of the problem,
\begin{equation}
W_f=99.98\ \text{µm}+87.26\ \text{µm}\approx187\ \text{µm},
\end{equation}
and $L_f\approx5001$ µm. The turn hardly changes the first term. The widening comes from the second, in which the small angle multiplies the long side. For small $\theta$ in radians, $W_f\approx W+L\theta$: the absolute widening is set by the length of the slot, not by its width. At $\theta=0$ the formula returns $W$, as it must for an aligned slot.

\textbf{Depth.} The two long walls descend towards each other at the angle $\alpha$ and meet below the centre line. Each covers a horizontal distance $W_f/2$, so the depth is
\begin{equation}
d_f=\frac{W_f}{2}\tan\alpha=\frac{W_f}{\sqrt2}=132.4\ \text{µm}. \label{eq:depth}
\end{equation}
This requires $L_f>W_f$, so that the long walls meet before the end walls do, and a wafer thicker than $d_f$. Both conditions hold. An aligned slot would end at 70.7 µm, so in this limit the misalignment deepens the groove as well.

\textbf{Two checks.} The cavity can also be found without the rectangle argument, as the region bounded by four $\{111\}$ planes, each touching the outermost slot corner. Solving for its extreme points by linear programming gives a width of 187.25 µm, equal to the value of (\ref{eq:wf}) to the digits printed. The rectangle argument was tested by a plan-view cell simulation. In it, a silicon cell dissolves if it has an open neighbour along $x$ and another along $y$. The simulation stops at a rectangle 187.0 µm wide, which agrees within its cell height of 0.5 µm, and it leaves an aligned slot unchanged. It tests the geometry that follows from the kink rule, not the rule itself.

\subsection{(b) The approach to the limit}

The upper long edge of the slot ends on the right at the corner
\begin{equation}
Q=\left(\frac{L\cos\theta-W\sin\theta}{2},\ \frac{L\sin\theta+W\cos\theta}{2}\right).
\end{equation}
It has slope $\tan\theta$ and lies at the perpendicular distance $W/2$ from the centre, so it crosses the $y$ axis at $W/(2\cos\theta)$:
\begin{equation}
y_{\rm up}(x,0)=x\tan\theta+\frac{W}{2\cos\theta}.
\end{equation}
Silicon lies above this edge, and the staircase rises to the right. At each kink the opening is on the right and silicon on the left, so the kink runs to the left. After a time $t$ the edge at $x$ has the height that it had at first at $x+vt$:
\begin{equation}
y_{\rm up}(x,t)=(x+vt)\tan\theta+\frac{W}{2\cos\theta},
\end{equation}
until it reaches the height of $Q$, which is the final wall. The lower edge follows by turning the figure through $180^\circ$, which replaces $x$ by $-x$ and $y$ by $-y$:
\begin{equation}
y_{\rm low}(x,t)=(x-vt)\tan\theta-\frac{W}{2\cos\theta}.
\end{equation}
In the difference the terms in $x$ cancel, and the width is
\begin{equation}
w(t)=\frac{W}{\cos\theta}+2vt\tan\theta . \label{eq:growth}
\end{equation}
The first term is slightly larger than $W$ because the slot is crossed obliquely. Each edge contributes $vt\tan\theta$ to the second.

At mid-slot, $x=0$, growth ends when $y_{\rm up}(0,t)$ equals the height of $Q$. The original line passes through $Q$, so this happens when $vt$ equals the $x$ coordinate of $Q$:
\begin{equation}
t_{\rm mid}=\frac{L\cos\theta-W\sin\theta}{2v}. \label{eq:tmid}
\end{equation}
The lower edge arrives at the same moment by symmetry. The last kink starts next to $Q$ and runs to the left end wall at $x=-x_{\max}$. Its path is
\begin{equation}
\frac{L\cos\theta-W\sin\theta}{2}+\frac{L\cos\theta+W\sin\theta}{2}=L\cos\theta ,
\end{equation}
so the groove is finished at
\begin{equation}
t_{\rm full}=\frac{L\cos\theta}{v}. \label{eq:tfull}
\end{equation}
The short edges have kinks too, but these run a distance $W\cos\theta$ and finish much earlier.

For $v=2.00$ µm/min these times are $t_{\rm mid}=20.8$ h and $t_{\rm full}=41.7$ h. At small angles they hardly depend on $\theta$. A smaller angle leaves less silicon to remove, but the edge also advances sideways more slowly, in the same proportion. This holds while the edge has many kinks; a perfectly aligned edge has none, and nothing moves.

The cell simulation also tests (\ref{eq:growth}). For $\theta=0.5^\circ$ and $1^\circ$, and kink paths $vt$ of 200, 500 and 1000 µm, its mid-slot widths agree with the formula within two cell heights, 1.0 µm.

\subsection{(c) The groove after 80 minutes}

\textbf{Effect of the $\{111\}$ rate.} A wall inclined at $\alpha$ to the surface has a normal inclined at $\alpha$ to the vertical, so the horizontal part of the unit normal is $\sin\alpha$. In the mask plane the wall satisfies $y\sin\alpha=h$, where $h$ is a constant. A retreat $rt$ along the normal changes this to $y\sin\alpha=h+rt$, and the trace moves by
\begin{equation}
\Delta y=\frac{rt}{\sin\alpha}.
\end{equation}
With two walls the width gains $2rt/\sin\alpha$. If kink motion and ledge retreat do not influence each other, the gains add:
\begin{equation}
w(t)=\frac{W}{\cos\theta}+2vt\tan\theta+\frac{2rt}{\sin\alpha},
\qquad t\le t_{\rm mid}. \label{eq:total}
\end{equation}

\textbf{Numbers.} For $t=80$ min the two gains are
\begin{align}
2vt\tan\theta&=2(2.00)(80)\tan1^\circ\ \text{µm}=5.59\ \text{µm},\\
\frac{2rt}{\sin\alpha}&=\frac{2(0.010)(80)}{\sin54.74^\circ}\ \text{µm}=1.96\ \text{µm}.
\end{align}
The mid-slot width is therefore
\begin{equation}
w=100.02+5.59+1.96\approx107.6\ \text{µm}.
\end{equation}

This sum rests on the assumed independence. Suppose instead that a ledge retreats by forming pairs of opposite kinks, which run at the same speed $v$ and annihilate with kinks already present. The product of the two kink densities is then fixed by the rate of pair formation, their difference is fixed by the misalignment, and the edge advances in proportion to their sum. The gains combine in quadrature, $\sqrt{5.59^2+1.96^2}\ \text{µm}=5.92$ µm, and the width is 105.9 µm. The value 107.6 µm is thus the larger of the two estimates.

\textbf{The floor.} While a flat (100) floor exists it sinks at the rate $R$, and after 80 min it would lie 80 µm deep. The side walls meet at the depth $w/\sqrt2=76.1$ µm, provided that the wall follows its upper edge over its whole height. If the steps on the wall lie along its inclined $\langle110\rangle$ lines, the slope seen in cross-section changes by just under 2\%, and the depth becomes 74.7 or 77.4 µm, still less than 80 µm. The walls meet above the level that the floor would have reached, so the floor has vanished and the cross-section is a closed V.

In cross-section the groove then looks finished: it has a sharp bottom and inclined walls. Its walls still carry kinks, however, so the mid-slot width goes on growing, and the depth $w/\sqrt2$ grows with it. A closed V shows that the flat floor has gone, not that the terminal rectangle has been reached.

\subsection{(d) Which width applies}

The result of (a) does not describe the groove of (c). With inert $\{111\}$ planes the mid-slot width after 80 min would be 105.6 µm, against a terminal width of 187 µm. The kinks have delivered 5.59 µm of a possible widening of about 87 µm, or 6\%. This fraction is $t/t_{\rm mid}$, since the growth is linear in time.

The kink speed is the least certain input, so it helps to turn the question round. For the kinks to complete the terminal outline in $t=80$ min, equation (\ref{eq:tfull}) requires
\begin{equation}
v=\frac{L\cos\theta}{t}=62.5\ \text{µm/min}.
\end{equation}
This is about 31 times the assumed speed and more than 60 times the (100) rate. At that speed the width and length would agree with (a), apart from the small gain from the $\{111\}$ rate, but the depth would not. The floor would lie only 80 µm deep, well above the level of about 132 µm at which the walls would meet, so the groove would still have a flat floor. Even if the true kink speed were several times the assumed one, the groove would be far from its limit. The kink gain in (c) would grow in proportion to $v$. The closed V found there also depends on this speed: for $v$ above about 4 µm/min, with the other rates unchanged, the groove would be so wide that a flat floor remained after 80 min. This threshold moves between about 3.3 and 4.7 µm/min with the small change of wall slope noted in (c).

\textbf{Comparison with a real etch.} The (100) and $\{111\}$ rates are round numbers of the order found in hot potassium hydroxide solution, and the kink speed is an assumed value. The ratio $R/r=100$ in particular varies with the solution and the temperature. A wafer flat marks the crystal direction to roughly a degree or better, so $\theta=1^\circ$ is a poor but possible alignment. Real etching also breaks the assumption in (a) that $\{111\}$ planes are inert: at the rates used, this adds 1.96 µm in 80 min. A silicon dioxide mask losing roughly 5 nm/min would become 0.40 µm thinner in that time, which a thicker oxide can supply. A single constant kink speed is also an idealization. Kinks may bunch together, and the supply of fresh etchant may vary along the groove; neither effect is sized here.

The numbers in (c) also bear on how a $\{111\}$ rate is measured. If the whole undercut of this slot were attributed to dissolution of $\{111\}$, the inferred rate would be three to four times the true one. The true $\{111\}$ rate alone gives 1.96 µm, while the total gain is 7.55 µm if the two gains add and 5.92 µm if they combine in quadrature.

\section{Variation 1: how well must the slot be aligned?}

\textbf{Question.} The terminal width, with inert $\{111\}$ planes, may exceed $W$ by at most 5 µm. What angle is allowed? How does it change if the limit applies instead to the kink gain in an 80 min etch?

\textbf{Solution.} From (\ref{eq:wf}) the excess is
\begin{equation}
W_f-W=L\sin\theta-W(1-\cos\theta)\approx L\theta-\tfrac12W\theta^2 .
\end{equation}
The second term is negligible at the angle sought, so
\begin{equation}
\theta\approx\frac{5\ \text{µm}}{5000\ \text{µm}}=0.001\ \text{rad}=0.057^\circ .
\end{equation}
Solving the full equation numerically gives $0.0573^\circ$. The allowed angle is inversely proportional to $L$: with the same permitted widening, a slot half as long tolerates twice the angle.

In the 80 min etch the kink gain is $2vt\tan\theta\approx2vt\,\theta$ instead of $L\theta$. The same gain is reached at an angle larger by the factor
\begin{equation}
\frac{L}{2vt}=\frac{5000}{2(2.00)(80)}\approx16 ,
\end{equation}
that is, at about $0.9^\circ$. The terminal formula is the safe choice for alignment when the etch time is not known, as long as the separate gain from the $\{111\}$ rate stays small. The looser angle depends on the rough value of $v$.

\section{Variation 2: waiting for the limit}

\textbf{Question.} The etch of part (c) is continued until the last kink has finished. How wide is the groove, and what ratio $R/r$ would keep the gain from $\{111\}$ dissolution down to 1 µm?

\textbf{Solution.} The time is close to $t_{\rm full}=41.7$ h, or about 2500 min. The end wall also retreats at the $\{111\}$ rate, which lengthens the path of the last kink by about 31 µm and the time by about 0.6\%; this is neglected here. The kinks have then done all they can. If the gains add as in (\ref{eq:total}), the width is the terminal width plus the gain from the $\{111\}$ rate:
\begin{equation}
W_f+\frac{2rt_{\rm full}}{\sin\alpha}=187.25+61.2\approx248\ \text{µm}.
\end{equation}
If the ledges retreat by forming kink pairs, as discussed in (c), the mid-slot width at this time is somewhat smaller, about 240 µm. In either case the groove does not come to rest at 187 µm. Its mid-slot width passes that value before $t_{\rm mid}$ and continues to grow. The gain becomes 1 µm when
\begin{equation}
\frac{2R\,t_{\rm full}}{(R/r)\sin\alpha}=1\ \text{µm}
\quad\Longrightarrow\quad
\frac Rr=\frac{2R\,t_{\rm full}}{(1\ \text{µm})\sin\alpha}\approx6100 ,
\end{equation}
about sixty times the ratio assumed here.

Other parts of the wafer suffer as well. The oxide mask would lose 12.5 µm. An unprotected back surface would recede by 2500 µm at the (100) rate, nearly five times the wafer thickness, so the wafer would be gone long before the last kink arrived. The long etch needs a protected back and a mask that dissolves much more slowly than oxide, such as silicon nitride.

For this slot and these rates, the width in (\ref{eq:wf}) is thus an ideal limit. Within this model it becomes a good estimate of the groove width when two conditions hold together: the etch lasts at least $L\cos\theta/v$, and $2rt/\sin\alpha$ is still small compared with $W_f$. Short slots meet both more easily, because the time needed is proportional to $L$. The first condition is sufficient rather than necessary: if $L\sin\theta$ is small compared with $W$, there is little widening to wait for. At $\theta=0.057^\circ$ the terminal width is within 3\% of the width after 80 min. The depth in (\ref{eq:depth}) also requires that the floor has had time to sink that far, so that $Rt$ is at least $W_f/\sqrt2$. The values used here are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
slot width W: 100 um
slot length L: 5000 um
misalignment: 1.0 deg
wall angle alpha: 54.74 deg
W cos(theta): 99.98 um
L sin(theta): 87.26 um
terminal width, formula: 187.25 um
terminal width, {111} planes: 187.25 um
terminal width, cell simulation: 187.0 um
cell height in simulation: 0.5 um
terminal length: 5000.98 um
terminal V depth: 132.4 um
aligned V depth: 70.7 um
wafer thickness: 525 um
(100) rate, rough: 1.00 um/min
kink speed, rough: 2.00 um/min
{111} rate, rough: 0.010 um/min
time to terminal width at mid-slot: 20.8 h
time to terminal width everywhere: 41.7 h
ordinary etch time: 80 min
initial width across groove: 100.02 um
gain from kinks, ordinary etch: 5.59 um
width with inert {111}, ordinary etch: 105.6 um
gain from {111} rate, ordinary etch: 1.96 um
mid-slot width, ordinary etch: 107.6 um
V depth, ordinary etch: 76.1 um
flat-floor depth possible in that time: 80 um
kink speed needed for full limit then: 62.5 um/min
gain from {111} rate, terminal time: 61.2 um
width with that gain: 248.5 um
rate ratio for 1 um gain, terminal time: 6123
oxide loss rate, rough: 5 nm/min
oxide loss, ordinary etch: 0.40 um
oxide loss, terminal time: 12.5 um
bare-back loss, terminal time: 2500 um
angle for 5 um terminal widening: 0.0573 deg
\end{verbatim}
